# Cheung's Line for a Forward Diode with Series Resistance

## Result and conditions

A diode in series with a resistance $R$ carries a forward current $I$ at terminal voltage $V$. When $I$ is much larger than the saturation current $I_0$,

$$\frac{dV}{d(\ln I)}=IR+\frac{nkT}{e}. \tag{1}$$

Plotted against $I$, the left side is Cheung's straight line. Its slope is $R$ and its intercept is $nkT/e$. Here $e>0$ is the elementary charge, $k$ Boltzmann's constant, $T$ the absolute temperature and $n$ the ideality factor. The logarithm is natural; the current inside it is understood to be divided by a fixed unit, which drops out on differentiation.

The diode law assumed is

$$I=I_0\left[\exp\left(\frac{V-IR}{a}\right)-1\right],\qquad a=\frac{nkT}{e}. \tag{2}$$

The junction itself receives $V_j=V-IR$, because the resistor takes $IR$. The quantities $R$, $n$, $I_0$ and $T$ are constant over the range of the plot, and no current bypasses the junction.

## Derivation

Equation (2) cannot be solved for $I$ in elementary functions, but it is easily solved for $V$. Divide by $I_0$, add 1 and take the logarithm:

$$\ln\left(1+\frac{I}{I_0}\right)=\frac{V-IR}{a}.$$

Multiplying by $a$ and adding $IR$ gives

$$V=IR+a\ln\left(1+\frac{I}{I_0}\right). \tag{3}$$

The derivative of the logarithm is $(1/I_0)/(1+I/I_0)=1/(I+I_0)$, so

$$\frac{dV}{dI}=R+\frac{a}{I+I_0}. \tag{4}$$

Since $d(\ln I)=dI/I$, differentiation by $\ln I$ is differentiation by $I$ followed by multiplication by $I$:

$$y\equiv\frac{dV}{d(\ln I)}=IR+a\,\frac{I}{I+I_0}. \tag{5}$$

This holds for every $I>0$ within the law (2). Writing $I/(I+I_0)=1-I_0/(I+I_0)$ separates the line from its error:

$$y=IR+a-a\,\frac{I_0}{I+I_0}. \tag{6}$$

For $I\gg I_0$ the last term vanishes and (1) follows.

The two terms have a simple meaning. Raising the current by a small fraction $\delta$ requires an extra voltage $a\delta$ across the junction, whatever the current as long as $I\gg I_0$, because the junction is then exponential. The resistor requires $IR\delta$, which grows with current. The plot separates a constant from a linear term.

## Limits and choice of range

From (2), $I+I_0=I_0e^{V_j/a}$. The missing fraction of the intercept in (6) is therefore

$$\frac{I_0}{I+I_0}=e^{-V_j/a}. \tag{7}$$

It falls to 1% at $V_j=a\ln100\approx4.6a$. Near zero bias, $I\ll I_0$, and (3) becomes $V\approx I(R+a/I_0)$. The diode is then ohmic and $y\approx V$, which tends to zero rather than to $a$.

At high current the resistor dominates and $y\approx IR$. The two terms are equal at

$$I_\times=\frac{a}{R}. \tag{8}$$

Far below $I_\times$ the slope is poorly determined, and far above it the intercept is. For two points $(I_1,y_1)$ and $(I_2,y_2)$, the intercept is

$$b=\frac{I_2y_1-I_1y_2}{I_2-I_1}. \tag{9}$$

This shows how errors of $y$ enter. For $I_1=0.32I_\times$ and $I_2=10I_1$, we have $y_1=1.32a$ and $y_2=4.2a$. A 1% error in $y_1$ changes $b$ by $(10/9)(1.32)\%\approx1.5\%$ of $a$; a 1% error in $y_2$ changes it by $(1/9)(4.2)\%\approx0.5\%$.

If decimal logarithms are used, $d(\log_{10}I)=d(\ln I)/\ln10$. Both slope and intercept are then multiplied by $\ln10\approx2.303$.

Once $R$ and $a$ are known, (2) with $I\gg I_0$ gives

$$I_0\approx I\exp\left(-\frac{V-IR}{a}\right). \tag{10}$$

Taking the logarithm and varying $a$ and $R$ at a fixed reading,

$$\frac{\delta I_0}{I_0}\approx\frac{V_j}{a}\frac{\delta a}{a}+\frac{I\,\delta R}{a}. \tag{11}$$

At $V_j=16a$, a 1% error in $n$ alone becomes about 16% in $I_0$.

## Readings at finite voltage steps

With readings spaced by $h$, the derivative at $V$ can be estimated as

$$y_h=\frac{2h}{L(V+h)-L(V-h)},\qquad L=\ln I, \tag{12}$$

and plotted at the middle current $I(V)$. Taylor expansion gives

$$\frac{L(V+h)-L(V-h)}{2h}=L'+\frac{h^2}{6}L'''+\dots,$$

where primes denote derivatives by $V$. Even derivatives cancel. Since $L'=1/y$, inversion to order $h^2$ gives $y_h-y\approx-h^2y^2L'''/6$.

On the straight line, $y=IR+a$ and $I'=I/y$, so $y'=RI/y$. Therefore

$$L''=-\frac{y'}{y^2}=-\frac{RI}{y^3},$$

$$L'''=-\frac{RI'}{y^3}+\frac{3RI\,y'}{y^4}
=\frac{RI(3RI-y)}{y^5}=\frac{RI(2RI-a)}{y^5}.$$

The leading step error is

$$y_h-y\approx-\frac{h^2}{6}\,\frac{RI(2RI-a)}{(RI+a)^3}. \tag{13}$$

It is positive for $RI<a/2$ and negative above. The negative error is largest near $RI=2.8a$ and then shrinks towards zero. In the example below, $RI$ runs from about $0.3a$ to $3.2a$, and the error tilts the line downward.

## Worked example

Take a thin-film Schottky diode on amorphous indium-gallium-zinc oxide, with an ohmic bottom electrode. The parameters are rough, round values: $T=300$ K, $n=1.20$, $I_0=10$ pA, $R=500\ \Omega$ and area $10^{-4}\ \mathrm{cm^2}$. Then $kT/e=25.85$ mV, $a=1.20\times25.85=31.02$ mV and $I_\times=62\ \mu$A.

At $V=0.02$ V, solving (2) gives $I=9.05$ pA. The second term of (5) is $31.02\times9.05/19.05=14.7$ mV, in agreement with the numerical derivative of the solved curve. The straight line would give 31.0 mV. At 0.50 V the two agree to the printed 0.001 mV.

Readings 10 mV apart, evaluated by (12), include:

| $V$ (V) | $I$ ($\mu$A) | $y_h$ (mV) |
|---|---|---|
| 0.46 | 19.96 | 41.03 |
| 0.54 | 87.93 | 74.89 |
| 0.62 | 197.68 | 129.74 |

The end points alone give a slope of $(129.74-41.03)\ \mathrm{mV}/(197.68-19.96)\ \mu\mathrm A=499\ \Omega$. A fit to all 17 readings gives $499.2\ \Omega$ and 31.03 mV, hence $n=31.03/25.85=1.200$. The slope is low by 0.17% of the true $R$. Equation (13) accounts for this: at 0.62 V, $RI=98.8$ mV and

$$y_h-y\approx-\frac{100}{6}\,\frac{98.8\times166.7}{129.9^3}\approx-0.13\ \mathrm{mV},$$

while at 0.46 V it is $+0.03$ mV.

For the saturation current, use the reading at 0.54 V. The fitted resistance takes $87.93\ \mu\mathrm A\times499.2\ \Omega=43.9$ mV, leaving 496.1 mV. Equation (10) gives $87.93\ \mu\mathrm A\times e^{-496.1/31.03}\approx10.0$ pA. The agreement is closer than the separate errors suggest, because the two terms of (11) nearly cancel here.

If the resistance were ignored at 0.62 V, the whole $y_h$ would be read as $nkT/e$, giving an apparent $n=129.74/25.85=5.02$. With decimal logarithms the same fit has slope $1149\ \Omega$ and intercept 71.4 mV, the factors of $\ln10$ found above.

## When the prefactor depends on bias

Suppose that, well into forward bias,

$$I=I_0\,g(V_j)\,e^{V_j/a},\qquad g(0)=1. \tag{14}$$

Let $\lambda=d(\ln g)/dV_j$. Then $d(\ln I)=(1/a+\lambda)\,dV_j$. At constant $R$, $dV=dV_j+R\,dI$, and therefore

$$\frac{dV}{d(\ln I)}=IR+\frac{1}{1/a+\lambda}
=IR+\frac{a}{1+a\lambda}. \tag{15}$$

A constant $\lambda$ leaves a perfect straight line with a different intercept. Straightness therefore does not prove that the fitted $n$ describes one mechanism. A varying $\lambda$ can also change the fitted slope.

For the oxide diode, take a uniform donor density $N=10^{17}\ \mathrm{cm^{-3}}$, permittivity $\varepsilon=10\varepsilon_0$, effective mass $m=0.34m_e$ and mobility $\mu=10\ \mathrm{cm^2/Vs}$. Let $\psi$ be the band bending in volts. Integrating Poisson's equation across a depletion layer of width $W$, with zero field at its inner edge, gives

$$W=\sqrt{\frac{2\varepsilon\psi}{eN}},\qquad F=\frac{eNW}{\varepsilon}=\frac{2\psi}{W}, \tag{16}$$

where $F$ is the field at the contact. Let the constant $n$ come from a barrier that rises by $(1-1/n)V_j$. The junction voltage lowers the band bending by $V_j$, so the net result is $\psi=\psi_0-V_j/n$. The band bending is 0.671 V at zero bias, the value for which the diffusion law (17) below gives the chosen $I_0$. On the curve with $g=1$ it falls to 0.236 V at $200\ \mu$A, and the hand estimates below use this value.

**Diffusion.** Electrons must cross the depletion layer before they can enter the metal. Measure energies from the metal's Fermi level and let $E_F(x)$ be the electron quasi-Fermi energy, with $x$ measured from the contact. For nondegenerate electrons the density is $N_ce^{(E_F-E_c)/kT}$, where $N_c$ is the band density of states. The particle flux towards the metal is this density times $(\mu/e)\,dE_F/dx$. With $u=e^{E_F/kT}$ and $D=\mu kT/e$,

$$\Gamma e^{E_c/kT}=DN_c\frac{du}{dx}.$$

Integrate from 0 to $W$, where $u(W)=e^{eV_j/kT}$. At the contact, net thermionic emission gives $\Gamma=v_RN_ce^{-e\phi/kT}[u(0)-1]$, with barrier $\phi=E_c(0)/e$ and $v_R=\sqrt{kT/(2\pi m)}$. Eliminating $u(0)$,

$$\Gamma=\frac{N_ce^{-e\phi/kT}\left(e^{eV_j/kT}-1\right)}{1/v_R+1/v_D},\quad
\frac1{v_D}=\frac1D\int_0^W e^{[E_c(x)-E_c(0)]/kT}dx. \tag{17}$$

Emission and diffusion act like resistances in series. Inserting the rising barrier turns the forward exponent into $V_j/a$, as required by (14). The full voltage factor is $e^{V_j/a}(1-e^{-eV_j/kT})$, which differs from (2) near zero bias. At constant prefactor it gives $y=15.3$ mV at 0.02 V instead of 14.7 mV, a 1% deficit near $V_j=4.0a$ instead of $4.6a$, and a zero-bias junction resistance $kT/(eI_0)$ instead of $a/I_0$. The line (1) is unaffected. For $e\psi\gg kT$, the integrand is close to $e^{-eFx/kT}$, so $v_D\approx\mu F\propto\sqrt\psi$. The prefactor varies as $1/(1+r)$, with $r=v_R/v_D$, and

$$\lambda\approx-\frac{r}{1+r}\,\frac{1}{2n\psi}. \tag{18}$$

At $200\ \mu$A, $r=4.61\times10^6/(8.65\times10^5)=5.3$. Thus $\lambda\approx-0.84/(2\times1.2\times0.236)=-1.5\ \mathrm{V^{-1}}$, and $a\lambda\approx-0.046$. Equation (15) then predicts a local $n$ of about $1.2/0.954=1.26$. On the diffusion-limited curve itself, $200\ \mu$A needs a higher $V_j$, so $\psi=0.223$ V, and with the full integral in (17) the local $n$ is 1.27.

**Image force.** An electron's image lowers its potential energy by $e^2/(16\pi\varepsilon x)$. In a constant field, the total reduction in volts below the unmodified barrier top is $e/(16\pi\varepsilon x)+Fx$. Its minimum lies at $x_m=\sqrt{e/(16\pi\varepsilon F)}$, where both terms are equal. The barrier lowering is

$$\Delta=2Fx_m=\sqrt{\frac{eF}{4\pi\varepsilon}}, \tag{19}$$

and multiplies the current by $e^{e\Delta/kT}$. It is 36.5 mV at $200\ \mu$A with the static $\varepsilon$ in the image term; a high-frequency value near $4\varepsilon_0$ there would give about 58 mV and a fitted $n$ of 1.27. As $\psi$ falls, so does $\Delta$, which again makes $\lambda$ negative.

**Tunnelling.** Consider an electron at depth $\psi w^2$ below the top of the parabolic barrier. With $z=1-x/W$, the WKB exponent is

$$s=\frac{2W}{\hbar}\sqrt{2me\psi}\int_{\sqrt{1-w^2}}^1\sqrt{z^2-1+w^2}\,dz.$$

The integral equals $\frac12[w-(1-w^2)\operatorname{artanh}w]$. Using (16) for $W$,

$$s=\frac{\psi}{E_{00}}\left[w-(1-w^2)\operatorname{artanh}w\right],\quad
E_{00}=\frac{\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}. \tag{20}$$

Here $E_{00}$ is in volts and equals 3.18 mV. Taking transmission as 1 above the top and $e^{-s}$ below it, the thermal average multiplies the emission current by

$$1+\frac{e}{kT}\int_0^1e^{e\psi w^2/kT-s}\,2\psi w\,dw. \tag{21}$$

Lines fitted to these fuller curves between 20 and $200\ \mu$A give:

| Added effect | $R$ ($\Omega$) | $n$ |
|---|---|---|
| diffusion | 503 | 1.25 |
| image force | 501 | 1.24 |
| tunnelling | 501 | 1.23 |
| all three | 508 | 1.35 |

All rows keep $\psi_0=0.671$ V. If the barrier is instead raised so that the three factors together give $I_0=10$ pA, then $\psi_0\approx0.75$ V and the last row becomes about $504\ \Omega$ and 1.31. Multiplying the three factors is a rough approximation, since the mechanisms alter one another. It overstates the change in $n$ here: tunnelling speeds up emission, which matters less when diffusion limits the current. The chosen mobility and mass also imply a mean free path of only about 0.4 nm, whereas the image-force maximum lies about 2 nm from the contact. Collision-free emission over that maximum and coherent tunnelling are therefore idealizations, and the table gives only a sense of scale. In this estimate they raise $n$ by 12% relative to its input of 1.20, but $R$ by only 1.6%. The intercept absorbs most of $\lambda$; its smaller variation across the range affects the slope.

## Heating and temperature of use

At constant current, with $I_0\propto T^2e^{-e\phi_0/kT}$, differentiating $V=IR+(nkT/e)\ln(I/I_0)$ gives

$$\left(\frac{\partial V}{\partial T}\right)_I=\frac{V_j-n\phi_0-2a}{T}. \tag{22}$$

The zero-bias barrier that gives the chosen $I_0$ through (17), diffusion included, is $\phi_0=0.772$ V; pure emission would need about 0.81 V. The $T^2$ law is that of pure emission, so pairing it with 0.772 V is approximate. Pure emission at 0.81 V, or (17) at constant mobility, would move the coefficient below to $-1.7$ or $-1.5$ mV/K, and $I_0$ at 350 K to 1.2 or 0.9 nA. Near $200\ \mu$A, $V_j\approx0.521$ V, so the coefficient is $(0.521-0.926-0.062)/300\approx-1.6$ mV/K. Heating lowers the required voltage increasingly as the current rises, and so reduces the apparent $R$.

For an isothermal disc of radius $r_d$ on a thick substrate of conductivity $\kappa$, the thermal resistance is $1/(4\kappa r_d)$. With the diode's area and $\kappa=1$ W/(m K), a rough value for glass, it is about 4400 K/W. If all of the 0.12 mW drawn at $200\ \mu$A is released in the disc, the diode warms by 0.55 K; heat released in the leads would warm it less. The fitted $R$ becomes $495\ \Omega$, a 1% reduction, while $n$ stays at 1.20 to two decimals. This calculation holds $n$ and $\phi_0$ fixed and adds heating alone.

At an ambient temperature of 350 K, again with fixed $n$ and $\phi_0$, $I_0$ rises to about 1 nA. The intercept rises to 36.19 mV, in the ratio 350/300, and the slope remains $500\ \Omega$. An error of 1 K in the assumed temperature near 300 K changes the inferred $n$ by about 0.3%.

## Reading the result for an oxide diode

The chosen ideality factor and barrier are plausible for a good Schottky contact on this oxide, but they do not describe a particular device. The film itself contributes little to $R$: even its full 200 nm thickness has resistance $2\times10^{-5}\ \mathrm{cm}/(0.16\ \mathrm{S/cm}\times10^{-4}\ \mathrm{cm^2})\approx1.25\ \Omega$. The chosen $500\ \Omega$ must therefore represent mainly electrodes, leads and the ohmic contact. It is high for the film alone.

Real devices can break the assumption of a constant prefactor. For these parameters, the rough product of the three barrier factors moves the fitted $n$ from 1.20 to about 1.35, which overstates their combined effect. The fitted resistance is less affected: the same product adds about 4 to $8\ \Omega$, depending on the barrier assumed, while the heating estimate removes about $5\ \Omega$. A current-dependent contact resistance would add $I\,dR/d(\ln I)$ to (15). The calculated film resistance changes by only $0.04\ \Omega$ across the range, so the film's part of this term is negligible here.

The nondegenerate treatment is reasonable, since $N/N_c=0.02$. The zero-bias peak field is 0.16 MV/cm, and forward bias reduces it. The depletion layer is 86 nm wide at zero bias and fits inside the film. Traps, lateral barrier variations and density-dependent mobility are omitted; a curved plot or a fit that changes with the current range would be a reason to examine them. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
Temperature 300 K, thermal voltage kT/e 25.852 mV
Input n 1.20, I0 10.0 pA, R 500 ohm
Input intercept nkT/e 31.022 mV
Current where IR = nkT/e: 62.04 uA
Exact check: V (V), I (A), numerical dV/dlnI (mV), straight line (mV)
  0.02  9.0541e-12  14.741  31.022
  0.10  2.4115e-10  29.787  31.023
  0.20  6.2971e-09  30.976  31.026
  0.50  4.6914e-05  54.480  54.480
  0.90  6.8094e-04  371.490  371.490
Readings 10 mV apart: V (V), I (uA), dV/dlnI (mV)
  0.46  19.955  41.026
  0.50  46.914  54.441
  0.54  87.934  74.891
  0.58  139.363  100.581
  0.62  197.675  129.735
Fitted slope 499.16 ohm, intercept 31.026 mV
Fitted n 1.2002, recovered I0 10.00 pA
Apparent n at 0.62 V if R is ignored: 5.02
With log10: slope 1149.4 ohm, intercept 71.44 mV
Zero-bias barrier 0.772 eV, band bending 0.671 eV
Band bending at 20 and 200 uA: 0.295, 0.236 eV
Emission velocity 4.61e+06 cm/s
Diffusion velocity at 200 uA 8.65e+05 cm/s
Image lowering at 200 uA 36.5 meV
Tunnelling energy E00 3.18 meV
Lines fitted to fuller curves, 20 to 200 uA: R (ohm), n
  diffusion: 503.08, 1.2527
  image force: 501.26, 1.2417
  tunnelling: 500.74, 1.2339
  all three: 508.23, 1.3477
  self-heating: 495.13, 1.2016
Thermal resistance 4431 K/W, rise at 200 uA 0.55 K
At 350 K: I0 967 pA, intercept 36.191 mV
At 350 K: slope 500.00 ohm
Donor density / band density of states 0.0201
Peak field at zero bias 0.156 MV/cm
Depletion width at zero bias 86.1 nm of 200 nm
Film resistance change across window 0.038 ohm
```
